\section*{Why donor binding grows nonlinearly with central-cell strength}

\section*{Question}

A shallow donor electron moves in a screened Coulomb potential and also feels a short-range attraction in the cell of the impurity atom. Why is the extra binding not proportional to the strength of that attraction, and how much of the departure comes from a contraction of the hydrogenic envelope?

\section*{The mechanism}

The electron gains energy from the central cell in proportion to the time it spends there. If the envelope were rigid, that time would be fixed and binding would rise linearly with the depth of the well. But the well also draws the electron inward, so each further increase in depth acts on an electron that is already more often inside.

The inward movement has two aspects. The whole orbit can shrink, as if the nuclear charge had risen, and density can pile up locally in and near the well while the outer orbit changes little. Both raise the central density. They have to be separated before the nonlinearity can be ascribed to either.

\section*{The model}

Take $N$ equivalent conduction-band valleys with one isotropic effective mass $m$ (in electron masses) and dielectric constant $\varepsilon$. Lengths are in $a^*=(\varepsilon/m)a_0$ and energies in $\mathrm{Ha}^*=(m/\varepsilon^2)\,\mathrm{Ha}$. Let $w(r)=1$ for $r<R$ and $0$ outside, and let the cell couple every pair of valleys, including each valley with itself, with the same strength $U$. The valley envelopes $F_j$ obey
\begin{equation}
\Big(-\tfrac12\nabla^2-\tfrac1r\Big)F_j-U\,w\sum_{k=1}^{N}F_k=E\,F_j .
\end{equation}
If all $F_j$ are equal, the sum is $NF_j$, and this symmetric state ($A_1$) sees a well of depth $V=NU$. If $\sum_kF_k=0$, the well drops out and the ground level stays at $E=-\tfrac12$. For $N=6$ one level is lowered and five are not.

For the symmetric state write $\psi=u/(\sqrt{4\pi}\,r)$ with $\int_0^\infty u^2dr=1$ and $u(0)=0$. Then
\begin{equation}
Hu\equiv-\tfrac12u''-\frac ur-V\,w\,u=E\,u,\qquad B=-E .
\label{radial}
\end{equation}
Let $p(r)=\int_0^ru^2dr'$ be the probability within $r$, and $P=p(R)$ the probability inside the well. The radius $R$ is held fixed while $V$ varies.

\section*{From the mechanism to formulas}

\subsection*{The slope is the probability in the well}

Differentiate $E=\langle u|H|u\rangle$ with respect to $V$. The terms from the change of $u$ add up to $E\,d\langle u|u\rangle/dV=0$, which leaves $dE/dV=\langle\partial H/\partial V\rangle=-P$. Hence
\begin{equation}
\frac{dB}{dV}=P,\qquad
B(V)-\tfrac12-VP(0)=\int_0^V[P(v)-P(0)]\,dv .
\label{slope}
\end{equation}
The departure from a straight line is the accumulated gain of probability in the well.

\subsection*{The envelope moves inward}

The ground state has no node at $r>0$, so its change can be written $\partial u/\partial V=fu$ with a regular function $f(r)$. Differentiating $(H-E)u=0$ and using $dE/dV=-P$ gives
\begin{equation}
(H-E)(fu)=(w-P)u .
\end{equation}
On the left, the terms in which $f$ is not differentiated vanish because $(H-E)u=0$. What remains is $-\tfrac12(f''u+2f'u')$. Multiplication by $u$ turns this into a total derivative:
\begin{equation}
-\tfrac12(u^2f')'=(w-P)u^2 .
\end{equation}
Integrate from the origin, where $u^2f'=0$:
\begin{equation}
f'=-\frac{2Q}{u^2},\qquad
Q(r)=\int_0^r(w-P)u^2dr'=
\begin{cases}(1-P)\,p(r),&r<R\\ P\,[1-p(r)],&r>R.\end{cases}
\label{fprime}
\end{equation}
The second line follows from $Q=P-Pp(r)$ outside. Since $Q>0$ at every finite $r>0$, $f$ decreases outward. Normalization requires $\int fu^2dr=0$, so $f$ is positive near the centre and negative far out.

Therefore $\partial p(r)/\partial V=2\int_0^rfu^2dr'$ first rises from zero and then falls back to zero. It is positive at every finite radius: the probability within any sphere grows. The mean radius, $\langle r\rangle=\int_0^\infty[1-p(r)]dr$, must fall. In this general sense the well contracts the envelope at every depth.

\subsection*{Central density and curvature}

Near the origin $|\psi(0)|^2=u'(0)^2/(4\pi)$, so $d\ln|\psi(0)|^2/dV=2f(0)$. To find $f(0)$, insert $f(r)=f(0)-\int_0^r(2Q/u^2)\,ds$ into $\int fu^2dr=0$ and exchange the order of integration. The weight beyond $s$ is $1-p(s)$, hence
\begin{equation}
\frac{d\ln|\psi(0)|^2}{dV}=4\int_0^\infty\frac{Q(1-p)}{u^2}\,dr>0 .
\label{density}
\end{equation}
For the curvature of $B$, start from $dP/dV=2\int wfu^2dr$. Because $\int fu^2dr=0$, $w$ may be replaced by $w-P$, and $(w-P)u^2=Q'$. Integrate by parts; $Qf$ vanishes at both ends because $Q$ decays exponentially while $f$ grows at most linearly:
\begin{equation}
\frac{d^2B}{dV^2}=\frac{dP}{dV}=2\int_0^\infty Q'f\,dr
=-2\int_0^\infty Qf'\,dr=4\int_0^\infty\frac{Q^2}{u^2}\,dr>0 .
\label{curvature}
\end{equation}
The same $Q$ governs the inward shift, the rise in central density and the nonlinear binding.

\subsection*{The tail}

Outside the well put $B=1/(2\nu^2)$ and $u=re^{-r/\nu}G(x)$ with $x=2r/\nu$. Substitution in (\ref{radial}) gives
\begin{equation}
xG''+(2-x)G'-(1-\nu)G=0 .
\end{equation}
The solution that decays properly is Tricomi's function $G=U(1-\nu,2,x)$, not to be confused with the coupling $U$. At large $r$ it gives $u\propto r^\nu e^{-r/\nu}$, so stronger binding shortens the tail length $\nu$. Joining $u'/u$ at $R$ to the regular Coulomb solution inside fixes $B$.

\section*{How much is uniform contraction?}

To isolate a shrinking orbit, allow only $\psi_\alpha=\sqrt{\alpha^3/\pi}\,e^{-\alpha r}$. Its kinetic energy is $\alpha^2/2$, its Coulomb energy is $-\alpha$, and its probability in the well is
\begin{equation}
p_\alpha=4\alpha^3\int_0^Rr^2e^{-2\alpha r}dr,\qquad
\frac{dp_\alpha}{d\alpha}=4\alpha^2R^3e^{-2\alpha R}.
\end{equation}
The best binding within this family is
\begin{equation}
B_c=\max_\alpha\left[\alpha-\tfrac12\alpha^2+Vp_\alpha\right]\le B,
\end{equation}
where the inequality is the variational principle. For small $V$ set $\alpha=1+\eta$. Up to second order in $V$,
\begin{equation}
B_c=\tfrac12+VP(0)+\max_\eta\left[4VR^3e^{-2R}\eta-\tfrac12\eta^2\right].
\end{equation}
The maximum is at $\eta=4VR^3e^{-2R}$ and adds $\eta^2/2=8V^2R^6e^{-4R}$. The initial curvature is twice the coefficient of $V^2$, so $B_c''(0)=16R^6e^{-4R}$.

Compare this with the full curvature (\ref{curvature}) for a small well at $V=0$. There $u^2\simeq4r^2$ and $p\simeq4r^3/3$, so $Q\simeq4r^3/3$ inside. Just outside, $Q\simeq P(0)\simeq4R^3/3$. The outer integral is dominated by $r$ of order $R$, so these forms suffice at leading order:
\begin{equation}
B''(0)\simeq\frac{16}{9}\int_0^Rr^4dr+\frac{16R^6}{9}\int_R^\infty\frac{dr}{r^2}
=\frac{16R^5}{45}+\frac{16R^5}{9}=\frac{32}{15}R^5 .
\label{small}
\end{equation}
The share of uniform contraction is therefore
\begin{equation}
\frac{B_c''(0)}{B''(0)}\to\frac{16R^6}{32R^5/15}=7.5R .
\end{equation}
It vanishes for a point-like well. Shrinking the whole orbit to gain density in a tiny region is expensive; a local distortion costs less. Five sixths of (\ref{small}) comes from outside the edge, so the local pile-up is not confined to the well itself.

For wider wells the balance changes. The computed initial share is $0.07$ at $R=0.01\,a^*$, $0.42$ at $0.1\,a^*$, $0.62$ at $0.2\,a^*$ and $0.87$ at $0.5\,a^*$. Over this range uniform contraction becomes a better account of the first nonlinearity as the well widens. The trend does not continue without limit: the share peaks at about $0.93$ near $R\simeq0.85\,a^*$, where the well holds only about a quarter of the probability, and then falls, to $0.69$ at $R=2\,a^*$ and $0.39$ at $3\,a^*$.

\section*{A small but strong well}

Now let $R\to0$ with $g=R\sqrt{2V}<\pi/2$ held fixed. Compare $u$ with the hydrogen function $h=2re^{-r}$. Outside the well $u''=(2B-2/r)u$ and $h''=(1-2/r)h$, so $(hu'-h'u)'=(2B-1)hu$. Integration from $R$ to infinity gives
\begin{equation}
B-\tfrac12=\frac{[h'u-hu']_R}{2\int_R^\infty hu\,dr}.
\end{equation}
Inside, $V$ dominates both $1/r$ (except very near the origin, where $u$ is small) and $B$, so $u\simeq A\sin(gr/R)$. At the edge $h\simeq2R$ and $h'\simeq2$, which makes the numerator $2A(\sin g-g\cos g)$. On the scale of the orbit, $u$ continues as $h$ times half its edge slope, $Ag\cos g/(2R)$. Since $\int h^2dr=1$, the denominator is $Ag\cos g/R$, and
\begin{equation}
B-\tfrac12\simeq2R\left(\frac{\tan g}{g}-1\right)
=\frac43R^3V\left(1+\frac45R^2V+\cdots\right).
\label{tan}
\end{equation}
The expansion uses $\tan g/g-1=g^2/3+2g^4/15+\cdots$ and $g^2=2R^2V$. Its second term reproduces (\ref{small}), since $\tfrac12\cdot\tfrac{32}{15}=\tfrac43\cdot\tfrac45$. At $R=10^{-4}a^*$ and $g=1$ the computed shift is $1.0009$ times the leading law. For the wider well tabulated below, $R=0.1\,a^*$, the law is only rough: it gives $0.155$ against $0.189\,\mathrm{Ha}^*$ at $V=60\,\mathrm{Ha}^*$.

The growth of $\tan g/g$ is local: it is the ratio of $u(R)/R$ to the edge slope $u'(R)$, and the edge slope sets the size of $u$ in the outer orbit. As $g$ rises, the function at the well grows relative to the orbit outside. At $g=\pi/2$ the well without its Coulomb field would just begin to bind. The divergence of (\ref{tan}) there marks the failure of the small-shift approximation. For any finite $R$ the binding at $g=\pi/2$ is finite, but it is no longer small, and because of the Coulomb logarithm in the outer slope it grows slowly without bound as $R\to0$: $B\simeq4.7\,\mathrm{Ha}^*$ at $R=0.1\,a^*$ and $81\,\mathrm{Ha}^*$ at $R=10^{-4}a^*$.

Nor does the slope of $B$ grow without limit. The trial function $u=\sqrt{2/R}\sin(\pi r/R)$, confined to the well, gives $B\ge V-\pi^2/(2R^2)$, because the Coulomb attraction can only help. As $P$ increases with $V$, (\ref{slope}) implies $B-\tfrac12\le VP(V)$. Together,
\begin{equation}
1\ge P(V)\ge1-\frac{\pi^2/(2R^2)+1/2}{V}.
\end{equation}
At large depth $P\to1$ and binding is nearly linear again, with slope one. For $R=0.1\,a^*$ and $V=5000\,\mathrm{Ha}^*$, a mathematical limit rather than a donor, $P=0.993$.

\section*{The numbers}

Choose $\varepsilon=12$, $m=0.3$ and $R=0.1\,a^*$. Then $a^*=2.117$ nm and $1\,\mathrm{Ha}^*=56.69$ meV. The undisturbed probability in the well is $P(0)=0.001148$. Below, $B_f=\tfrac12+VP(0)$ is the frozen-envelope binding, and $D$ is the central density relative to $V=0$. Energies are in $\mathrm{Ha}^*$ and lengths in $a^*$.

\begin{center}
\begin{tabular}{rcccccc}
$V$ & $B_f$ & $B_c$ & $B$ & $D$ & $\langle r\rangle$ & $\nu$\\
0 & 0.500 & 0.500 & 0.500 & 1.00 & 1.500 & 1.000\\
20 & 0.523 & 0.525 & 0.529 & 1.78 & 1.417 & 0.972\\
40 & 0.546 & 0.557 & 0.581 & 3.62 & 1.293 & 0.927\\
60 & 0.569 & 0.600 & 0.689 & 8.96 & 1.097 & 0.852\\
80 & 0.592 & 0.664 & 0.972 & 28.2 & 0.803 & 0.717
\end{tabular}
\end{center}

Equal steps of $20\,\mathrm{Ha}^*$ in depth add $0.029$, $0.052$, $0.108$ and $0.283\,\mathrm{Ha}^*$ of binding. At $V=60\,\mathrm{Ha}^*$ the frozen value is $0.5+60\times0.001148=0.569$. The full result exceeds it by $0.689-0.569=0.120$, and uniform contraction supplies $0.600-0.569=0.031$, or $26\%$ of that excess. This share falls from $38\%$ at $V=20$ to $19\%$ at $V=80\,\mathrm{Ha}^*$.

The density tells the same story. If the change at $V=60\,\mathrm{Ha}^*$ were a pure rescaling, the mean radius would imply a central density $(1.500/1.097)^3\simeq2.6$ times larger. The actual factor is $8.96$. The well probability rises by a smaller factor, $0.008075/0.001148\simeq7.0$, because $f$ decreases outward and the centre gains more than the rest of the well.

In laboratory units the binding rises from $28.3$ to $39.1$ meV, while the frozen envelope would give $32.3$ meV and uniform contraction $34.0$ meV. The symmetric level lies $10.7$ meV below the other five. The sensitivity is also larger: at $V=60\,\mathrm{Ha}^*$, a further $6\,\mathrm{Ha}^*$ of depth adds $6\times0.008075\times56.69\simeq2.7$ meV from the local slope alone, against $0.4$ meV for the frozen envelope.

Two checks bear on the argument. Diagonalization and Coulomb-function matching agree within $10^{-10}\,\mathrm{Ha}^*$ at the four nonzero depths. At $V=80\,\mathrm{Ha}^*$ the excess binding and the integrated gain in $P$, the two sides of (\ref{slope}), are both $0.380392\,\mathrm{Ha}^*$. Further values are in the numerical output.

\section*{What this says about real donors}

The parameters resemble silicon in scale: six valleys, a dielectric constant near 12 and an average mass near 0.3. Phosphorus in silicon binds its electron by roughly 45 meV, so the model's $39$ meV is of the right size, but $V$ and $R$ were not fitted to any donor. The well is $0.21$ nm in radius, and the symmetric state sees a depth $V=NU=60\times56.69\,\mathrm{meV}\simeq3.4$ eV, or $U\simeq0.57$ eV per valley pair. An envelope equation is not reliable on that atomic scale, so $V$ is an effective parameter, not a measured potential, and the division between uniform and local contraction depends on the assumed $R$. Real silicon also has anisotropic masses and unequal valley couplings. Equal coupling is an assumption, not a property of a well of this size: the relative valley phase changes by several radians across $0.21$ nm, and the true couplings depend on the Bloch functions, which the model omits. For phosphorus the latter split the upper five levels by roughly 1 meV, compared with the $10.7$ meV splitting found here. Screening matters too: at fixed $V$ and $R$ in effective units, changing $\varepsilon$ from 12 to 11.5 multiplies all energies by $(12/11.5)^2\simeq1.09$. The model establishes the convex response at fixed well radius; it does not predict the binding of a named impurity.

\section*{Numbers as computed}
\begin{verbatim}
model: eps = 12, m = 0.3 electron masses
a* = 2.1167 nm, Ha* = 56.690 meV
well radius R = 0.10 a*
bare-well binding threshold V = 123.37 Ha*
P at V=0: 0.001148
binding in Ha*: V, frozen, uniform contraction, full
    0 0.50000 0.50000 0.50000
   20 0.52297 0.52541 0.52946
   40 0.54594 0.55730 0.58127
   60 0.56891 0.59995 0.68914
   80 0.59188 0.66439 0.97227
V (Ha*), P, density ratio at r=0, <r> (a*), nu (a*)
    0 0.001148 1.0000 1.5000 1.0000
   20 0.001885 1.7799 1.4170 0.9718
   40 0.003537 3.6215 1.2926 0.9275
   60 0.008075 8.9643 1.0974 0.8518
   80 0.023415 28.1700 0.8025 0.7171
V (Ha*), alpha, alpha^3, uniform share of excess binding
   20 1.0745 1.2406 0.3753
   40 1.1745 1.6202 0.3216
   60 1.3220 2.3104 0.2581
   80 1.5864 3.9921 0.1906
largest B difference of two methods: 9.9e-11 Ha*
V=40: P = 0.003537, dB/dV = 0.003537
V=40: B'' from Q = 1.26555e-04, differences = 1.26556e-04 /Ha*
V=40: dln density/dV = 0.039829, differences = 0.039829 /Ha*
V=80: excess B = 0.380392, integrated P gain = 0.380392 Ha*
V=0: B'' from Q = 2.55211e-05, state sum = 2.55211e-05 /Ha*
V=0: fraction of B'' from r > R = 0.8720
R (a*), uniform-contraction share of B'' at V=0
  0.01 0.0675
  0.05 0.2608
  0.10 0.4202
  0.20 0.6195
  0.50 0.8705
  1.00 0.9255
R=0.0001 a*: B''/(32 R^5/15) = 1.00148
R=0.0001 a*, g=1: shift / small-well law = 1.00094
V=5000 Ha*: P = 0.99253
six valleys, U = 10 Ha*: lowest E = -0.68914 Ha*
  next five E from -0.50000 to -0.50000 Ha*
V=0: B = 28.35 meV, <r> = 3.175 nm
V=60: B = 39.07 meV, <r> = 2.323 nm
V=60: frozen B = 32.25 meV, uniform B = 34.01 meV
V=60: valley splitting = 10.72 meV
\end{verbatim}
